# Why an etched groove ends up bounded by slow planes

## A floor between two walls

Take a long groove etched into a crystal through a slit in a mask. Its cross-section is the same all along its length, so the problem is two-dimensional. Let $x$ run across the groove from its centre line and $y$ downward from the mask. The groove has a flat floor and two flat side walls that lean towards each other with depth, each making an angle $\theta$ with the floor, $0<\theta<90^\circ$.

Each plane recedes into the solid along its own normal at a constant rate: $R_f$ for the floor, $R_w$ for the walls. The floor lies at

$$y=d+R_f t ,$$

where $d$ is the starting depth. The right wall has the unit normal $(\sin\theta,\cos\theta)$, pointing into the solid, so its line is

$$x\sin\theta+y\cos\theta=h_w+R_w t ,$$

where $h_w$ is its starting distance from the origin. The floor ends where the two lines meet. Putting the first equation into the second and solving for $x$ gives half the floor width; twice that is

$$L_f=\frac{2}{\sin\theta}\left[h_w-d\cos\theta+(R_w-R_f\cos\theta)\,t\right],\qquad
\frac{dL_f}{dt}=\frac{2(R_w-R_f\cos\theta)}{\sin\theta}.$$

Two effects compete. The retreat of the walls widens the floor at the rate $2R_w/\sin\theta$. The descent of the floor carries it into a narrower part of the groove, which costs $2R_f\cot\theta$. The floor shrinks if

$$R_f>\frac{R_w}{\cos\theta}.$$

A fast floor therefore destroys itself by its own motion: the faster it descends between converging walls, the sooner it runs out of width. The walls do not have to stop it. When it has gone, only the walls are left to etch, and the groove deepens at $R_w/\cos\theta$, the speed of the line where they meet. This is slower than the floor was, since a floor that shrinks has $R_f>R_w/\cos\theta$.

The condition also shows that being faster than the walls is not enough. For nearly flat walls, $\theta\to0$, the threshold tends to $R_w$. For walls approaching the vertical it grows without limit, because a floor descending between parallel walls loses no width. If the walls do not etch at all, the threshold is zero and any floor that etches will vanish.

## Any facet between any two neighbours

A real groove may have several facets. Seen from the liquid, the section is a convex polygon, and this is what "concave cavity" means here: every edge of the solid is re-entrant. Facet $i$ has unit normal $\mathbf n_i$ into the solid and lies on the line

$$\mathbf n_i\cdot\mathbf x=H_i(t),\qquad H_i(t)=h_i+R_i t,\qquad R_i\ge 0,$$

while all points of the cavity satisfy $\mathbf n_i\cdot\mathbf x\le H_i$. The mask counts as one more side, with zero rate. The rates depend on orientation alone, so the supply of etchant must not limit them.

Let $\mathbf t_i$ be the unit vector along facet $i$, and let the normal turn by $\alpha$ from the previous facet to this one and by $\beta$ from this one to the next, both between $0$ and $\pi$. Marking the neighbours by $-$ and $+$,

$$\mathbf n_-=\cos\alpha\,\mathbf n_i-\sin\alpha\,\mathbf t_i,\qquad
\mathbf n_+=\cos\beta\,\mathbf n_i+\sin\beta\,\mathbf t_i .$$

A point on the facet is $\mathbf x=H_i\mathbf n_i+s\,\mathbf t_i$. It lies on the next plane when $H_i\cos\beta+s\sin\beta=H_+$, and on the previous one when $H_i\cos\alpha-s\sin\alpha=H_-$. The two end points are therefore

$$s_+=\frac{H_+-H_i\cos\beta}{\sin\beta},\qquad s_-=-\frac{H_--H_i\cos\alpha}{\sin\alpha}.$$

The length is $L_i=s_+-s_-$. Since each $H$ grows at its rate $R$,

$$\frac{dL_i}{dt}=\frac{R_--R_i\cos\alpha}{\sin\alpha}+\frac{R_+-R_i\cos\beta}{\sin\beta}.$$

With $\alpha=\beta=\theta$ and equal neighbours this is the floor law again. To find its sign, multiply by $\sin\alpha\sin\beta$, which is positive, and use $\cos\alpha\sin\beta+\sin\alpha\cos\beta=\sin(\alpha+\beta)$:

$$\sin\alpha\sin\beta\,\frac{dL_i}{dt}=R_-\sin\beta+R_+\sin\alpha-R_i\sin(\alpha+\beta).$$

If $\alpha+\beta\ge\pi$, the last term is not negative and the facet cannot shrink. If $\alpha+\beta<\pi$, it shrinks when

$$R_i>R^*=\frac{R_-\sin\beta+R_+\sin\alpha}{\sin(\alpha+\beta)} .$$

The threshold has a direct meaning. In this second case one can write

$$\mathbf n_i=a\,\mathbf n_-+b\,\mathbf n_+,\qquad a=\frac{\sin\beta}{\sin(\alpha+\beta)},\quad b=\frac{\sin\alpha}{\sin(\alpha+\beta)},$$

as inserting $\mathbf n_\pm$ confirms: the parts along $\mathbf t_i$ cancel and those along $\mathbf n_i$ add to one. Extend the two neighbouring planes until they meet behind the facet. Their meeting point moves with a velocity $\mathbf v$ that obeys $\mathbf n_\pm\cdot\mathbf v=R_\pm$, so its speed along $\mathbf n_i$ is $aR_-+bR_+=R^*$. A facet that moves faster than this point catches up with it, and on arrival its length is zero.

How fast must a dying facet be compared with its neighbours? The weights satisfy

$$a+b=\frac{\sin\alpha+\sin\beta}{\sin(\alpha+\beta)}=\frac{\cos\frac{\alpha-\beta}{2}}{\cos\frac{\alpha+\beta}{2}}>1,$$

because $|\alpha-\beta|<\alpha+\beta<\pi$ and the cosine falls between $0$ and $\pi/2$. Hence $R^*\ge\min(R_-,R_+)$. A facet that shrinks is faster than the slower of its neighbours, but it need not be faster than both.

## Why a lost facet stays lost

Shrinking would not settle the final shape if a vanished orientation could reopen later. Suppose facet $j$ has gone and planes $p$ and $q$ now meet where it used to be, with $\mathbf n_j=a\mathbf n_p+b\mathbf n_q$ and $a,b\ge0$. At the start, facet $j$ had points inside the cavity's bounds, and for these

$$h_j=\mathbf n_j\cdot\mathbf x=a\,\mathbf n_p\cdot\mathbf x+b\,\mathbf n_q\cdot\mathbf x\le a h_p+b h_q .$$

Now plane $j$ lies at or beyond the edge $pq$, which means

$$h_j+R_jt\ \ge\ a h_p+b h_q+(aR_p+bR_q)\,t .$$

Subtracting the first relation from the second leaves $R_j\ge aR_p+bR_q$. The right side is the threshold at this edge. A sliver of orientation $j$ placed there would not grow, and the gap between plane $j$ and the edge does not close. If $p$ or $q$ vanishes in turn, the old edge and the new one coincide at that moment, so plane $j$ still lies at or beyond the edge and the argument applies to the new pair. Each loss is permanent.

There are finitely many facets, so the losses come to an end. From then on no length decreases, and the remaining planes bound the cavity for good.

The same inequality limits a facet's lifetime. Let $p$ and $q$ be two planes that remain throughout. As long as facet $j$ exists, $H_j\le aH_p+bH_q$. If $R_j>aR_p+bR_q$, this must fail after

$$T_j=\frac{a h_p+b h_q-h_j}{R_j-aR_p-bR_q}.$$

The facet is gone by $T_j$ at the latest. Other facets may cut it off sooner.

## A groove with three kinds of plane

For numbers, take the angles of a cubic crystal: a groove along $\langle110\rangle$ in a (100) wafer, with a (100) floor, {111} walls at $54.74^\circ$ to it, and {311} facets at $25.24^\circ$ between floor and wall. The mask opening is 20 µm wide. The starting groove is 2 µm deep, with a floor of 14.343 µm and {311} facets of 2.345 µm each. The rates are round model values: 20 nm/s for (100) and 0.2 nm/s for {111}. That {111} is slow is an input; the geometry explains what follows from it.

The walls persist. Their neighbour on one side is the mask, at a turning angle of $180^\circ-54.74^\circ=125.26^\circ$. If the other neighbour is a {311} facet, at $29.50^\circ$, the threshold for the wall is $R_{311}\sin125.26^\circ/\sin154.76^\circ\approx1.9R_{311}$, far above 0.2 nm/s for the values used below. If it is the floor or the opposite wall, the turning angles add up to $180^\circ$ or more and the wall cannot shrink. One orientation at the mask edge is marginal: the overhanging {111} plane, at $125.26^\circ$ to the floor, has the threshold $0.2\sin54.74^\circ/\sin125.26^\circ=0.2$ nm/s between wall and mask, exactly its own rate. It neither opens nor is squeezed out, and it is left off the list.

For a {311} facet between floor and wall, $\alpha=25.24^\circ$ and $\beta=29.50^\circ$, so

$$R^*=\frac{20\sin29.50^\circ+0.2\sin25.24^\circ}{\sin54.74^\circ}\ \text{nm/s}=12.16\ \text{nm/s}.$$

**Fast {311}, 30 nm/s.** The length law gives

$$\frac{dL_{311}}{dt}=\frac{20-27.14}{0.4264}+\frac{0.2-26.11}{0.4924}=-69.4\ \text{nm/s},$$

and the facet is gone after $2345/69.4=33.8$ s. Meanwhile the floor, between two neighbours faster than itself, widens at 55.9 nm/s and reaches about 16.2 µm. Then it meets the {111} walls directly. Its threshold drops to $0.2/\cos54.74^\circ=0.346$ nm/s, and it shrinks at 27.8 nm/s. It needs another 584 s, so the groove closes to a V at 617.8 s. The planes disappear in sequence: the fastest goes first, and its loss exposes the next to slower neighbours.

**Middle {311}, 15 nm/s.** This facet is slower than the floor but above 12.16 nm/s. It still shrinks, at 11.0 nm/s, and vanishes at 212.7 s. The closing time is again 617.8 s. The floor is the last facet to go, so it survives until it reaches the meeting point of the walls, and its lifetime equals the limit $T_j$. For the floor $a=b=1/(2\cos\theta)$. With half-opening $w=10$ µm the wall passes through $(w,0)$, so $h_w=w\sin\theta$ and

$$T=\frac{w\tan\theta-d}{R_f-R_w/\cos\theta}=\frac{(14\,142-2000)\ \text{nm}}{(20-0.346)\ \text{nm/s}}=617.8\ \text{s}.$$

The {311} rate does not appear in this formula.

**Slow {311}, 10 nm/s.** Now the facet lies below its threshold and grows at 8.4 nm/s, while the floor loses 37.9 nm/s and vanishes at 378 s. Each {311} facet is then about 5.53 µm long, but its neighbour has changed. Instead of the floor it meets its own mirror image, at a turning angle of $50.48^\circ$, and the threshold falls to

$$R^*=\frac{10\sin29.50^\circ+0.2\sin50.48^\circ}{\sin79.98^\circ}\ \text{nm/s}=5.16\ \text{nm/s}.$$

The facet that had been growing shrinks at 12.6 nm/s and is gone at 818 s. Present growth is thus no promise of survival.

All three grooves end between the same {111} walls. The {311} rate decides the order of events and, in the last case, the closing time. At closing the depth is 14.36 µm in the first two cases and 14.43 µm in the third. The excess over $w\tan\theta=14.14$ µm comes from the slow retreat of the walls, which also undercuts the mask by $R_wt/\sin\theta$ on each side: 151 nm after 617.8 s and 200 nm after 818 s. The V is not a complete stop. Its tip continues to descend at 0.346 nm/s, compared with 20 nm/s for the floor before.

## The same groove without facets in the description

The length law assumes straight facets from the outset. A description that does not do so follows the depth profile $z(x,t)$. A surface with slope angle $\vartheta$ and normal rate $R$ descends vertically at $R/\cos\vartheta$, and $1/\cos\vartheta=\sqrt{1+z_x^2}$, so

$$\frac{\partial z}{\partial t}=F(z_x),\qquad F(z_x)=R(z_x)\sqrt{1+z_x^2}.$$

This form makes the threshold easy to read. Dividing a downward-pointing normal by its vertical part gives the vector (slope, 1), up to the sign of the slope. The relation $\mathbf n_i=a\mathbf n_-+b\mathbf n_+$ therefore places the slope of facet $i$ on the straight line between those of its neighbours, and $R_i=R^*$ means that $F$ lies on the chord joining their values. In a concave cavity an orientation above the chord is squeezed out, and one below it opens.

The chord also states what has been assumed about orientations not on the list: they must lie on or above it, or new facets would appear at the edges. In the numerical solution they lie above it, by up to 4.4 nm/s.

That solution uses finite differences on a 10 nm grid, with a general smoothing term. It is given the speed for every slope, but it does not track facets. Facet lengths read from its profiles were tested against the length law at three times in each case, and agree within the allowed 80 nm. For fast {311} at 15 s, both give a floor of 15.18 µm and a {311} length of 1.30 µm. Where the law says a facet has vanished, the profile shows up to 0.03 µm, since the scheme spreads a sharp edge over a few cells. The profile has no sharp moment of closing, so its closing time is taken as the moment when the speed at the centre falls below 5 nm/s. With this choice it differs from the length law by less than 1 s in each case. The remaining values are in the numerical output.

## Two cases in which the fast plane wins

**Weak contrast.** Raise the {111} rate to 18 nm/s, keeping (100) at 20 and {311} at 30 nm/s. The {311} facets still vanish, leaving a floor faster than both walls. Its threshold, however, is $18/\cos54.74^\circ=31.2$ nm/s, and it grows. At 200 s the length law gives 20.33 µm and the profile 20.32 µm, up from 14.34 µm at the start. This floor never disappears. A V-groove needs walls slow enough for the angle at which they stand, here below $20\cos54.74^\circ\approx11.5$ nm/s.

**A ridge.** Now let the solid protrude, with two {111} flanks meeting at a crest. Along the surface the normal turns the other way, so $\sin\alpha$ and $\sin\beta$ change sign in the end-point equations while the cosines do not. The length law becomes

$$\frac{dL_i}{dt}=-\left[\frac{R_--R_i\cos\alpha}{\sin\alpha}+\frac{R_+-R_i\cos\beta}{\sin\beta}\right].$$

For $\alpha+\beta<\pi$, an orientation faster than the threshold now opens, and a slower one is consumed; for $\alpha+\beta\ge\pi$ the facet cannot grow, whatever its rate. With {311} at 30 nm/s and {111} back at 0.2 nm/s, the crest is taken over by {311} planes. The floor orientation does not appear between them, because its 20 nm/s is below the threshold $30/\cos25.24^\circ=33.2$ nm/s. The crest should descend at this last speed, which makes 4.97 µm in 150 s; the numerical profile gives 4.99 µm. Its flank 1 µm from the crest stands at $25.24^\circ$, the {311} angle. Farther out, the unlisted orientations between {311} and {111}, which lie above the chord in this solution, open as well. After 150 s the flat {311} part reaches about 2.4 µm from the crest, against 5.2 µm if those orientations lay on the chord, and a curved stretch joins it to {111} at about 8.1 µm. On a ridge the unlisted orientations therefore matter: the crest descends at the largest $F$ among all slopes between the flanks, and with twice the excess over the chords assumed here no {311} facet would form.

The rates are those of the first groove, and the {311} orientation that died there within 34 s now takes over the crest. Slowness alone does not select the final planes. It does so together with the re-entrant edges, at which a fast plane runs into the space between its neighbours.

## Which planes remain in general

For a cavity closed on all sides by etching planes, with positive rates, the survivors can be found without following the history. Mark each orientation by the point $\mathbf P_i=\mathbf n_i/R_i$, so that slow planes lie far from the origin. Dividing $\mathbf n_i=a\mathbf n_-+b\mathbf n_+$ by $R_i$ gives

$$\mathbf P_i=\frac{aR_-}{R_i}\mathbf P_-+\frac{bR_+}{R_i}\mathbf P_+ .$$

The two weights add up to $R^*/R_i$. A surviving facet that grows has $R_i<R^*$, so the sum exceeds one and $\mathbf P_i$ lies outside the chord between its neighbours. If the turning angles add up to $\pi$ or more, $\mathbf P_i$ is a projecting corner in any case. The survivors thus form a convex polygon around the origin. For a lost orientation, with $-$ and $+$ now denoting the planes that meet in its place, $R_i\ge R^*$ and the sum is at most one: its point lies inside that polygon or on its border. Leaving aside exact equality, the surviving planes are the corners of the convex hull of all the points $\mathbf P_i$.

The starting lengths have dropped out. They affect when facets vanish, not which ones remain, provided that all the orientations are present at the start. The slowest plane has the point farthest from the origin, which must be a corner, so it survives. Other planes may survive with it, including fairly fast ones if no slower planes stand close enough in angle. In a test on 300 random cavities with 14 sides, following the facets one by one left the same planes as the hull each time, on average 6.4 of them.

The result rests on rates that are fixed by orientation. If all rates change in time by a common factor, as they might when the bath slowly weakens, the thresholds change by the same factor; the sequence of shapes is unaltered and only the clock runs differently. If the etchant is depleted at the bottom of the groove, one plane no longer has one rate, facets need not stay flat, and the length law fails. Near the ends of the groove the section is not uniform and the end walls must be included. And if some unlisted orientation lies below the chord of its neighbours, it opens at their edge and has to be added to the list before the final shape can be read off.

## Values computed for the example and the checks

```
angle (100)-(311): 25.24 deg
angle (100)-(111): 54.74 deg
angle (311)-(111): 29.50 deg
mask opening: 20.0 um; start depth: 2.0 um
start lengths: floor 14.343 um, each 311 2.345 um, each 111 1.225 um
rates: R100 = 20.0 nm/s, R111 = 0.2 nm/s
threshold for 311 between 100 and 111: 12.16 nm/s
threshold for 100 between two 111 walls: 0.3464 nm/s
floor length rate between two 111 walls: -27.79 nm/s
--- case R311 = 30 nm/s
first length rates: 311 -69.36 nm/s, floor 55.86 nm/s
vanishing times: 311 33.8 s, floor 617.8 s
latest-time limits: 311 267.0 s, floor 617.8 s
t = 15 s, law/profile (um): 100 15.18/15.18, 311 1.30/1.30, 111 2.14/2.13
t = 60 s, law/profile (um): 100 15.50/15.50, 311 0.00/0.00, 111 3.92/3.91
t = 700 s, law/profile (um): 100 0.00/0.00, 311 0.00/0.01, 111 17.62/17.60
closing time: law 617.8 s, profile 617.6 s
depth at closing: 14.356 um; undercut per side: 151.3 nm
--- case R311 = 15 nm/s
first length rates: 311 -11.03 nm/s, floor -14.50 nm/s
vanishing times: 311 212.7 s, floor 617.8 s
latest-time limits: 311 539.6 s, floor 617.8 s
t = 100 s, law/profile (um): 100 12.89/12.90, 311 1.24/1.24, 111 4.25/4.24
t = 300 s, law/profile (um): 100 8.83/8.80, 311 0.00/0.03, 111 9.80/9.77
t = 700 s, law/profile (um): 100 0.00/0.00, 311 0.00/0.01, 111 17.62/17.60
closing time: law 617.8 s, profile 618.6 s
depth at closing: 14.356 um; undercut per side: 151.3 nm
--- case R311 = 10 nm/s
first length rates: 311 8.42 nm/s, floor -37.95 nm/s
vanishing times: 311 818.1 s, floor 378.0 s
latest-time limits: 311 818.1 s, floor 617.8 s
t = 200 s, law/profile (um): 100 6.75/6.76, 311 4.03/4.02, 111 5.24/5.25
t = 600 s, law/profile (um): 100 0.00/0.00, 311 2.74/2.74, 111 13.28/13.28
t = 900 s, law/profile (um): 100 0.00/0.00, 311 0.00/0.01, 111 17.70/17.68
closing time: law 818.1 s, profile 818.0 s
depth at closing: 14.426 um; undercut per side: 200.4 nm
311 after the floor has gone: threshold 5.16 nm/s, length rate -12.56 nm/s
--- weak contrast: R111 = 18, R100 = 20, R311 = 30 nm/s
floor threshold between 111 walls: 31.18 nm/s
floor at 200 s: law 20.33 um, profile 20.32 um
--- ridge, R311 = 30, R100 = 20, R111 = 0.2 nm/s
crest lowering in 150 s: 311 law 4.975 um, profile 4.994 um
flank angle 1 um from crest: 25.24 deg
--- random cavities: 300, sides at start: 14, mean sides left: 6.39
```
